# Comparing electron-phonon matrix elements when electrons or phonons are degenerate

**The argument under comment**

The manuscript compares two calculations of the electron-phonon matrix elements of one crystal. Structure, electron energies and phonon energies agree. At one pair of wavevectors, between two doubly degenerate electron levels and for a doubly degenerate phonon, the first element has modulus 45.4 meV in calculation A and 29.7 meV in calculation B. The manuscript reasons as follows.

1. Eigenvectors carry arbitrary phases, but a modulus removes them, so the moduli must agree. Since they do not, at least one calculation has a wrong perturbed potential.
2. Should the moduli prove not to be comparable after all, then only the sum of their squares has a meaning, and nothing finer can be compared.

Neither conclusion follows. The first overlooks that a degenerate level leaves more than a phase undetermined. The second, as a general rule, gives up information that can still be compared.

**What an eigenvalue solver leaves open**

Take

$$g_{mn\nu}(\mathbf k,\mathbf q)=\langle m,\mathbf k+\mathbf q|\Delta_{\mathbf q\nu}V|n,\mathbf k\rangle ,$$

$$\Delta_{\mathbf q\nu}V=\sum_{\kappa\gamma}\sqrt{\frac{\hbar}{2M_\kappa\omega_{\mathbf q\nu}}}\;e_{\kappa\gamma,\nu}(\mathbf q)\,\partial_{\mathbf q\kappa\gamma}V .$$

Here $\kappa$ labels atoms in the cell, $\gamma$ is a Cartesian direction, $e$ is a normalized phonon eigenvector, and $\partial_{\mathbf q\kappa\gamma}V$ is the first-order change of the Kohn-Sham potential, screening included, per unit displacement in a wave of wavevector $\mathbf q$. Linear response makes $\Delta_{\mathbf q\nu}V$ linear in $e$.

Let $n$, $m$ and $\nu$ each run over a complete degenerate set. Any unitary recombination within a set is an equally good solution of the eigenvalue problem:

$$|n'\rangle=\sum_n|n\rangle U_{nn'},\quad |m'\rangle=\sum_m|m\rangle W_{mm'},\quad e_{\nu'}=\sum_\nu e_\nu Z_{\nu\nu'} .$$

The modes of the set share one frequency, so the square root above is common to them and $\Delta V$ recombines as $e$ does. The bra brings a complex conjugate. Therefore

$$g'_{m'n'\nu'}=\sum_{mn\nu}W^*_{mm'}\,U_{nn'}\,Z_{\nu\nu'}\,g_{mn\nu}. \tag{1}$$

If all three levels are nondegenerate, $U$, $W$ and $Z$ are phase factors and $|g|$ is indeed invariant. The manuscript's first step is correct in that case. With a degeneracy, (1) adds different elements before the modulus is taken, and in general the modulus changes.

Now square (1) and sum over all primed labels:

$$\sum_{m'n'\nu'}|g'_{m'n'\nu'}|^2=\sum_{mn\nu}\sum_{\bar m\bar n\bar\nu}g_{mn\nu}\,g^*_{\bar m\bar n\bar\nu}\Big[\sum_{m'}W^*_{mm'}W_{\bar mm'}\Big]\Big[\sum_{n'}U_{nn'}U^*_{\bar nn'}\Big]\Big[\sum_{\nu'}Z_{\nu\nu'}Z^*_{\bar\nu\nu'}\Big].$$

By unitarity the brackets are $\delta_{m\bar m}$, $\delta_{n\bar n}$ and $\delta_{\nu\bar\nu}$, so

$$S=\sum_{mn\nu}|g_{mn\nu}|^2 \tag{2}$$

is the same in every basis. Each bracket needs its complete set. If one member is left out, its bracket is no longer a Kronecker delta and the proof fails.

**Why measurable rates do not suffer**

To lowest order, the rate at which an electron in state $n$ absorbs a phonon of wavevector $\mathbf q$ and goes into the final set is

$$\Gamma_n=\frac{2\pi}{\hbar N_c}\sum_{m\nu}|g_{mn\nu}|^2\,N_\nu(1-f_m)\,\delta(\varepsilon_m-\varepsilon_n-\hbar\omega_\nu).$$

Here $N_c$ is the number of cells: one normal mode displaces each atom with an amplitude $N_c^{-1/2}$ times the zero-point factor used in $g$. In equilibrium the phonon number $N_\nu$ and the occupation $f_m$ depend only on energies, as does the delta function. These factors are common to the set and combine into one factor $F$. Summing over $n$ gives $FS$.

The rate of one member is $\Gamma_n=F\,M_{nn}$, with

$$M_{nn'}=\sum_{m\nu}g^*_{mn\nu}\,g_{mn'\nu}. \tag{3}$$

By (1) and the same unitarity relations, $W$ and $Z$ drop out and $M'=U^\dagger MU$. In general a diagonal element of $M$ depends on the basis, as it should: "state number 1" names no physical state until someone says which superposition it is. For a superposition with specified coefficients $c_n$, the rate $F\sum_{nn'}c_n^*M_{nn'}c_{n'}$ is well defined.

**A crystal in which everything can be followed**

The effect is visible in a model with round parameters. Take an fcc crystal with one atom of mass 50 u per cell and nearest-neighbour distance $d=3.0$ Å. Each atom carries three orthonormal p orbitals that move with it. For a bond with unit vector $\mathbf r$ the hopping matrix is

$$t_{\alpha\beta}=V_\pi\delta_{\alpha\beta}+\Delta\, r_\alpha r_\beta,\qquad \Delta=V_\sigma-V_\pi ,$$

with $V_\sigma=1.0$ eV and $V_\pi=-0.2$ eV, both varying with distance as $d^{-\eta}$, $\eta=3$. On-site energies are fixed. Central springs of constant $K=2.0$ eV/Å$^2$ join nearest neighbours. The change of this hopping matrix replaces the self-consistent $\Delta V$; equation (1) uses only its linearity in the displacement.

For displacements $\mathbf u_{\mathbf R}=\mathbf e\,e^{i\mathbf q\cdot\mathbf R}$, the bond from $\mathbf R$ to $\mathbf R+\mathbf d$ changes its hopping by $\sum_\gamma\partial_\gamma t\,(\mathbf u_{\mathbf R+\mathbf d}-\mathbf u_{\mathbf R})_\gamma$. Between Bloch sums with phases $e^{i\mathbf k\cdot\mathbf R}$ the factors depending on $\mathbf R$ cancel, leaving $\sum_\gamma e_\gamma G_\gamma$ with

$$G_\gamma=\sum_{\mathbf d}\partial_\gamma t(\mathbf d)\left[e^{i(\mathbf k+\mathbf q)\cdot\mathbf d}-e^{i\mathbf k\cdot\mathbf d}\right]. \tag{4}$$

Choose $\mathbf k=-0.2$, $\mathbf q=0.4$ and $\mathbf k+\mathbf q=0.2$ in units of $(2\pi/a)(1,1,1)$, where $a=\sqrt2\,d$. Let $\mathbf n$ be the unit vector along [111]. Six of the twelve bonds are perpendicular to $\mathbf n$ and have zero phase. The others are $\pm\mathbf d_j$, $j=1,2,3$, along (0,1,1), (1,0,1) and (1,1,0). They have $(\mathbf k+\mathbf q)\cdot\mathbf d_j=\theta=72^\circ$, $\mathbf k\cdot\mathbf d_j=-\theta$ and $\mathbf q\cdot\mathbf d_j=2\theta$. Their directions are

$$\mathbf r_j=\sqrt{\tfrac23}\,\mathbf n+\tfrac1{\sqrt3}\,\mathbf s_j ,$$

where the $\mathbf s_j$ are unit vectors at $120^\circ$ to each other in the transverse plane: $(1,0)$ and $(-\tfrac12,\pm\tfrac{\sqrt3}2)$ on axes $x,y$. Hence $\sum_j\mathbf s_j=0$ and $\sum_j s_{j\alpha}s_{j\beta}=\tfrac32\delta_{\alpha\beta}$, so $\sum_j\mathbf r_j\mathbf r_j^T$ equals 2 along $\mathbf n$ and $\tfrac12$ in the plane.

*Phonons.* The spring forces give $M\omega^2\mathbf e=K\sum_{\mathbf d}\mathbf r(\mathbf r\cdot\mathbf e)(1-\cos\mathbf q\cdot\mathbf d)$. The zero-phase bonds drop out, and each remaining pair counts twice:

$$M\omega_{TA}^2=K(1-\cos2\theta),\qquad M\omega_{LA}^2=4K(1-\cos2\theta).$$

The two transverse modes are degenerate at 17.4 meV; the longitudinal one lies at 34.8 meV. The zero-point lengths $l=\sqrt{\hbar/2M\omega}$ are 0.0490 Å and 0.0347 Å.

*Electrons.* In $H=\sum_{\mathbf d}t(\mathbf d)e^{i\mathbf k\cdot\mathbf d}$ the zero-phase bonds contribute $6V_\pi$, plus $3\Delta$ for orbitals in the plane. The others contribute $2\cos\theta\,[3V_\pi+\Delta\sum_j\mathbf r_j\mathbf r_j^T]$. Thus

$$E_{x,y}=6V_\pi+3\Delta+\cos\theta\,(6V_\pi+\Delta)=2.40\ \text{eV},$$
$$E_n=6V_\pi+\cos\theta\,(6V_\pi+4\Delta)=-0.09\ \text{eV}.$$

The levels are the same at $\mathbf k$ and $\mathbf k+\mathbf q=-\mathbf k$. The comparison concerns scattering from doublet to doublet. This pair does not itself conserve energy in one-phonon absorption, but matrix elements are defined for any pair.

**The transverse block**

Since $t$ is even in $\mathbf d$, its gradient is odd. The pair $\pm\mathbf d_j$ therefore contributes to (4)

$$\partial_\gamma t(\mathbf d_j)\left[(e^{i\theta}-e^{-i\theta})-(e^{-i\theta}-e^{i\theta})\right]=4i\sin\theta\;\partial_\gamma t(\mathbf d_j).$$

With $\partial_\gamma d=r_\gamma$, $\partial_\gamma r_\alpha=(\delta_{\alpha\gamma}-r_\alpha r_\gamma)/d$ and $dV/dd=-\eta V/d$,

$$\partial_\gamma t_{\alpha\beta}=\frac1d\left[-\eta V_\pi r_\gamma\delta_{\alpha\beta}-(\eta+2)\Delta\,r_\alpha r_\beta r_\gamma+\Delta(\delta_{\alpha\gamma}r_\beta+\delta_{\beta\gamma}r_\alpha)\right]. \tag{5}$$

For $\alpha,\beta,\gamma$ all transverse, $\mathbf r_j$ may be replaced by $\mathbf s_j/\sqrt3$. Terms linear in $\mathbf s_j$ sum to zero. In the cubic term, $\sum_js_{jx}^3=1-\tfrac18-\tfrac18=\tfrac34$ and $\sum_js_{jx}s_{jy}^2=2(-\tfrac12)(\tfrac34)=-\tfrac34$, while sums with an odd power of $s_{jy}$ vanish. The matrices in the electron indices are thus $\tfrac34\sigma_z$ for $\gamma=x$ and $-\tfrac34\sigma_x$ for $\gamma=y$. Collecting factors, with $4\cdot\tfrac34\cdot3^{-3/2}=1/\sqrt3$,

$$g_x=a_0\sigma_z,\qquad g_y=-a_0\sigma_x,\qquad a_0=-\,\frac{i\,l_{TA}\sin\theta\,(\eta+2)\Delta}{\sqrt3\,d}. \tag{6}$$

Numerically $|a_0|/l_{TA}=0.951\times5\times1.2/(1.732\times3.0)=1.098$ eV/Å, hence $|a_0|=53.8$ meV. In this linear basis four of the eight moduli are 53.8 meV and four are zero.

Now use circular combinations $(x\pm iy)/\sqrt2$ for both electron doublets and for the phonon. The "+" mode has

$$g_+=\frac{g_x+ig_y}{\sqrt2}=\frac{a_0}{\sqrt2}\begin{pmatrix}1&-i\\-i&-1\end{pmatrix}.$$

Acting on $(1,i)/\sqrt2$, the matrix gives $(2,-2i)/\sqrt2$, which is twice the "−" state; acting on $(1,-i)/\sqrt2$, it gives zero. One element survives, from "+" to "−", of modulus $\sqrt2|a_0|=76.1$ meV. The "−" mode likewise has one element, from "−" to "+". So two moduli are 76.1 meV and six are zero. The operator is unchanged, and

$$S=4|a_0|^2=2\,(\sqrt2|a_0|)^2=11595\ \text{meV}^2 .$$

No basis gives a larger element. For normalized initial and final vectors $v,w$ and mode coefficients $z$, Cauchy's inequality gives

$$|a_0|^2\,|w^\dagger(z_x\sigma_z-z_y\sigma_x)v|^2\le|a_0|^2\left(|w^\dagger\sigma_zv|^2+|w^\dagger\sigma_xv|^2\right)\le2|a_0|^2 .$$

The last step holds because the unit matrix and the three Pauli matrices, each divided by $\sqrt2$, form an orthonormal basis of $2\times2$ matrices. The four numbers $|w^\dagger\sigma_\mu v|^2$ therefore add up to 2.

**Where the manuscript's two numbers come from**

Calculations A and B are both this model, with the same $G_\gamma$. Before each numerical diagonalization, random Hermitian matrices of scale $10^{-9}$ (in eV for the electrons, eV/Å$^2$ for the springs) were added. That is far below any physical scale here, yet it decides which basis the solver returns within a degenerate level. The moduli in meV, in the order $mn=11,12,21,22$, are:

- A, mode 1: 45.4, 34.6, 36.9, 34.4; mode 2: 46.3, 20.1, 15.5, 54.9.
- B, mode 1: 29.7, 31.1, 54.6, 31.1; mode 2: 11.0, 61.9, 42.6, 5.8.

Squaring the unrounded values gives, in meV$^2$,

$$\text{A: }2060+1194+1359+1184+2139+404+240+3015=11595,$$
$$\text{B: }880+966+2984+967+120+3831+1813+34=11595.$$

Over 400 such runs the first modulus ranged from 1.2 to 67.6 meV, while $S$, evaluated with $l_{TA}$ held at its unperturbed value, changed by less than one part in $10^{14}$. With the lengths taken from the perturbed frequencies it changes by about one part in $10^{9}$, the scale of the added noise. The disagreement reported in the manuscript is thus no evidence of a wrong perturbed potential.

**Averages and partial sums**

Averaging moduli does not help. The mean of the eight moduli is 26.9 meV in the linear basis and 19.0 meV in the circular one. The root mean square, $\sqrt{S/8}=38.1$ meV, is invariant, but its value depends on the divisor. A calculation that averages over initial states and sums over final states and modes divides by 2 instead of 8, so the divisor must be stated.

Summing over the two modes at fixed $m,n$ is not enough either. For $m=n=1$ this gives $|a_0|^2=2899$ meV$^2$ in the linear basis and zero in the circular one.

Some incomplete sums do survive here, by symmetry. From (6), $M=|a_0|^2(\sigma_z^2+\sigma_x^2)=2|a_0|^2\mathbf 1$, so every initial state has the same total. Likewise, one normalized mode summed over $m,n$ gives $2|a_0|^2(|z_x|^2+|z_y|^2)=2|a_0|^2$, because $\mathrm{Tr}\,\sigma_z\sigma_x=0$. This should not be generalized.

At $\mathbf k=0$ the three p levels are degenerate. Let $\mathbf q=(0.10,0.25,0.40)\,2\pi/a$, and keep the highest band and the highest phonon there, both nondegenerate, obtained by numerical diagonalization. The three elements form a row $g_n$ with moduli 10.1, 34.1 and 9.4 meV for $p_x,p_y,p_z$. The state with coefficients $g_n^*/\sqrt S$ has the element $\sum_n|g_n|^2/\sqrt S=\sqrt S=36.8$ meV, and the two states orthogonal to it have zero. A sum over two of the three states can lie anywhere from zero to $S=1355$ meV$^2$.

The crystal's symmetry returns when all wavevectors equivalent to $\mathbf q$ are included. A cubic operation $O$ turns $M$ into $OMO^T$. Averaging over sign changes of the axes removes the off-diagonal elements, and permutations make the diagonal ones equal. Each state then receives $S/3=452$ meV$^2$, whichever basis is used.

**What can be compared beyond the sum**

The manuscript's second conclusion fails as well. For one nondegenerate mode, (1) reads $g'=W^\dagger gU$ up to a phase. This leaves the singular values of the block $g$ unchanged, not merely the sum of their squares.

The longitudinal mode shows it. Put $\gamma$ along $\mathbf n$ in (5), so $r_\gamma=\sqrt{2/3}$, with $\alpha,\beta$ transverse. The last term vanishes, and $\sum_jr_{j\alpha}r_{j\beta}=\tfrac12\delta_{\alpha\beta}$. Then

$$g_{LA}=b\,\mathbf 1,\qquad b=-\frac{4i\,l_{LA}\sin\theta}{d}\sqrt{\tfrac23}\left[3\eta V_\pi+\tfrac12(\eta+2)\Delta\right],$$

and the bracket is $-1.8+3.0=1.2$ eV, so $|b|=43.1$ meV. The linear basis shows moduli 43.1, 0, 0, 43.1 meV; run A shows 30.9, 30.0, 30.0, 30.9 meV. Both blocks have two singular values of 43.1 meV.

A block $b\,\mathrm{diag}(\sqrt2,0)$ would have the same sum, $2|b|^2$, but no change of basis connects it with $b\,\mathbf 1$. It would contain an initial state that does not couple at all, whereas in $b\,\mathbf 1$ all couple equally. Comparing sums alone would miss this difference. When the modes are degenerate too, the eigenvalues of $M$ in (3) are invariant, since $M'=U^\dagger MU$, and give a finer test than $S$, though not a complete one. The pair $g_1=\sqrt2a_0\mathbf 1$, $g_2=0$ has the same $S$ and the same $M$ as (6), yet one of its modes does not couple. The matrix $\sum_{mn}g^*_{mn\nu}g_{mn\nu'}$ in the mode index transforms with $Z$ alone and tells the two apart: its eigenvalues are $4|a_0|^2$ and $0$ instead of $2|a_0|^2$ twice. The corresponding matrix in the final-state index can be used in the same way.

At these particular wavevectors the finer invariants are fixed by symmetry. The rotation by $120^\circ$ about $\mathbf n$ and the mirror $y\to-y$ leave $\mathbf k$, $\mathbf q$, $\mathbf k+\mathbf q$ and the longitudinal polarization unchanged. The longitudinal block, and $M$ for the transverse pair, therefore commute with both operations, and a $2\times2$ matrix that does so is a multiple of $\mathbf 1$. Here the singular values and the eigenvalues of $M$ follow from the sum and test only whether a calculation preserves the symmetry. They carry independent information where the symmetry common to $\mathbf k$ and $\mathbf q$ does not fix the form of the block.

**What the comparison should be**

The two calculations should first share units, zero-point factor, normalization and physical input. Degenerate sets should then be identified by energy and $S$ computed over complete sets. A difference in $S$ beyond numerical convergence then points to a real difference. Agreement in $S$ is necessary but not sufficient, and singular values or the eigenvalues of $M$ make the comparison sharper. If the complex elements themselves are wanted, both results must refer to one common set of electron and phonon eigenvectors. Either the same eigenvectors are used from the start, or one set of elements is transformed by (1), with $U$, $W$ and $Z$ taken from the overlaps between the two sets of eigenvectors.

Near-degeneracy needs judgment. When a splitting is comparable to the difference between the two Hamiltonians, the eigenvectors may mix strongly although no level is strictly degenerate, and the whole cluster should be summed. If the cluster consists of phonons with slightly different frequencies, $l^2\propto1/\omega$ is no longer common to it. The sum to compare is then $\sum\omega_\nu|g_{mn\nu}|^2$, from which that factor has been removed. Once every splitting is large compared with the corresponding difference between the two calculations, individual moduli can be compared. The remaining mixing is of the order of the difference divided by the splitting. It adds about that fraction of the other elements in the cluster, so a small modulus next to large ones may still differ noticeably.
